# The Drude weight as a Fermi-surface and as a Fermi-sea integral: a guided problem

Independent electrons of charge $-e$ move without scattering in a $d$-dimensional crystal. The Bloch Hamiltonian $H(\mathbf k)$ is analytic in $\mathbf k$, with eigenvalues $\varepsilon_n(\mathbf k)$ and $v_{n,a}=\partial_a\varepsilon_n$, $\partial_a=\partial/\partial k_a$. The lattice constant is $a=1$, energies are in eV, $k_B=1$, $g_s$ is the spin degeneracy, and $\langle\cdot\rangle=\int_{BZ}d^dk/(2\pi)^d$. The Fermi function $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$ is taken at fixed $\mu$, with $T=0.1$ eV unless stated. The Drude weight is defined by $\mathrm{Re}\,\sigma_{ab}(\omega)=D_{ab}\,\delta(\omega)+\dots$ A grid has $N$ points per direction, spacing $h=2\pi/N$. The numbers come from the numerical check.

## (a) Find $D_{ab}$ from the response to a slowly switched uniform vector potential.

**Solution.** The substitution $\mathbf p\to\mathbf p+e\mathbf A$ turns $H(\mathbf k)$ into $H(\mathbf k+\boldsymbol\kappa)$, $\boldsymbol\kappa=e\mathbf A/\hbar$. If $\hbar\omega$ is small against the gap between any two coupled bands, each electron stays in its band and the occupations keep their values $f_n=f(\varepsilon_n(\mathbf k))$. To first order in $\kappa$,
$$j_a=-\frac{eg_s}{\hbar}\sum_n\langle f_n\,v_{n,a}(\mathbf k+\boldsymbol\kappa)\rangle=-\frac{g_se^2}{\hbar^2}K^{\rm sea}_{ab}A_b,\qquad K^{\rm sea}_{ab}=\sum_n\langle f_n\,\partial_a\partial_b\varepsilon_n\rangle .$$
The zeroth-order term vanishes, as (b) shows. With $\mathbf E=-\partial_t\mathbf A=i\omega\mathbf A$ one has $A_b=-iE_b/\omega$, so $\sigma_{ab}=(g_se^2K_{ab}/\hbar^2)\,i/(\omega+i0)$. Since $\mathrm{Re}\,[i/(\omega+i0)]=\pi\delta(\omega)$,
$$D_{ab}=\pi g_se^2K_{ab}/\hbar^2,$$
where $K$ carries the unit eV $a^{2-d}$. Second-order perturbation theory in $H(\mathbf k+\mathbf q)=H+q_a\partial_aH+\frac12q_aq_b\partial_a\partial_bH$, differentiated twice in $\mathbf q$, gives the curvature, with $v^a_{nm}=\langle n|\partial_aH|m\rangle$:
$$\partial_a\partial_b\varepsilon_n=\langle n|\partial_a\partial_bH|n\rangle+2\,\mathrm{Re}\sum_{m\ne n}\frac{v^a_{nm}v^b_{mn}}{\varepsilon_n-\varepsilon_m}.$$
For the two-orbital chain of (f), with $N=20$, $\Delta=0.2$ eV and $\mu=0.6$ eV, this formula, a real-space ring with flux and a time propagation all give $0.67632$ eV.

## (b) Turn $K^{\rm sea}$ into a Fermi-surface integral and state the conditions.

**Solution.** The product and chain rules give
$$\partial_a(f_nv_{n,b})=f'(\varepsilon_n)v_{n,a}v_{n,b}+f_n\,\partial_a\partial_b\varepsilon_n .$$
Define $K^{\rm surf}_{ab}=\sum_n\langle(-f')v_{n,a}v_{n,b}\rangle$. The sea integrand minus the surface integrand is $\sum_n\partial_a(f_nv_{n,b})$. For one band the average of this derivative vanishes if $f_nv_{n,b}$ is periodic and continuous, because opposite zone faces cancel. For bands ordered by energy, continuity can fail where they cross. If the velocity jumps at a point in one dimension, or across a surface of dimension $d-1$, the band sum is in general needed, as (f) shows in one dimension; an isolated node in two dimensions does no harm, as (h) shows. Because $\frac{d}{d\varepsilon}[-T\ln(1+e^{-(\varepsilon-\mu)/T})]=f$,
$$\sum_nf_nv_{n,b}=\partial_b\Omega,\qquad\Omega(\mathbf k)=-T\,\mathrm{tr}\ln\left(1+e^{-(H(\mathbf k)-\mu)/T}\right).$$
For $T>0$, $\Omega$ is the trace of a function analytic near the real axis, applied to an analytic matrix. It is therefore analytic for real $\mathbf k$ whatever the bands do, and it is periodic. Hence $\langle\partial_b\Omega\rangle=0$, the vanishing equilibrium current, and $\langle\partial_a\partial_b\Omega\rangle=0$, so
$$K^{\rm sea}_{ab}=K^{\rm surf}_{ab}\equiv K_{ab}.$$
As $T\to0$, $-f'\to\delta(\varepsilon-\mu)$ and $d^dk=dS\,d\varepsilon/|\mathbf v|$ give $K_{ab}=\sum_n\int dS\,v_av_b/[(2\pi)^d|\mathbf v|]$. A full band contributes nothing, and a parabolic band of mass $m$ and density $n$ gives $D=\pi ne^2/m$ from the sea form. An off-diagonal test, $\varepsilon=-2\cos k_x-2\cos k_y-\cos(k_x+k_y)$ at $\mu=-1$ eV, gives $K_{xy}=0.13437356$ eV in both forms.

On a grid the average of $\partial_a\partial_b\Omega$ is not zero: it is the curvature of the grand potential per cell of the finite ring with respect to $\kappa$, the flux phase per bond. In the example of (a) the difference is $0.67632-0.85020=-0.17388$ eV, and the ring gives the same $\Omega''$.

## (c) For the chain $\varepsilon=-2t\cos k$, find $K$ without a grid and the exact grid error of both forms at $T>0$.

**Solution.** Put $x=\varepsilon-\mu$ and $\omega_n=(2n+1)\pi T$. Near $x=i\omega_n$, $e^{x/T}\approx-1-(x-i\omega_n)/T$, so $f\approx-T/(x-i\omega_n)$ and $-f'\approx-T/(x-i\omega_n)^2$. For $\tau>0$ the contour closes clockwise in the lower half-plane, where each double pole has residue $iT\tau e^{-|\omega_n|\tau}$:
$$\int(-f')e^{-ix\tau}dx=2\pi T\tau\sum_{n\ge0}e^{-(2n+1)\pi T\tau}=\frac{\pi T\tau}{\sinh\pi T\tau}.$$
Invert the transform and average over $\mathbf k$ for $\varepsilon=-2t\sum_a\cos k_a$, with $y=2t\tau$. One has $\langle e^{-iy\cos k}\rangle=J_0(y)$, and its $y$ derivative gives $\langle\cos k\,e^{-iy\cos k}\rangle=-iJ_1(y)$. Since $\sin k\,e^{-iy\cos k}=\partial_ke^{-iy\cos k}/(iy)$, partial integration gives $\langle\sin^2k\,e^{-iy\cos k}\rangle=J_1(y)/y$. These factors are even in $\tau$, so
$$K_{xx}=\frac1\pi\int_0^\infty d\tau\,\cos(\mu\tau)\,\frac{\pi T\tau}{\sinh\pi T\tau}\,4t^2\frac{J_1(y)}{y}J_0(y)^{d-1}.$$
At $T=0$ two Fermi points give $K_0=2v_F/2\pi=\sqrt{4t^2-\mu^2}/\pi$. The expansion $\pi T\tau/\sinh\pi T\tau\approx1-\pi^2T^2\tau^2/6$ shows that $-f'$ has second moment $\pi^2T^2/3$. Then $K(T)=\int(-f')K_0(\varepsilon)d\varepsilon\approx K_0+\frac{\pi^2}{6}T^2K_0''$ with $K_0''=-4t^2/(\pi v_F^3)$. For $t=1$ eV, $\mu=-0.9$ eV, $v_F=1.78606$ eV $a$ this is $-3.68\times10^{-3}$ eV, against the full shift $0.564736-0.568520=-3.78\times10^{-3}$ eV. Both forms share this smearing shift.

For the grid error write a periodic integrand as $S(k)=\sum_l\hat c_le^{-ilk}$, $\hat c_l=\langle Se^{ilk}\rangle$. The mean of $e^{-ilk_j}$ over $k_j=jh$ is 1 if $N$ divides $l$ and 0 otherwise. The error is thus $\sum_{p\ne0}\hat c_{pN}=2\sum_{p\ge1}\hat c_{pN}$ for even $S$.

Shift the contour to $\mathrm{Im}\,k=Y\to\infty$, passing between poles. The vertical sides cancel by periodicity. On the top side $f$ is bounded, and $\varepsilon''$ and $v$ grow as $e^{Y}$ against $e^{-lY}$, so it vanishes for $l\ge2$. Then $\hat c_l=i\sum\mathrm{Res}$. The poles obey $\varepsilon(k_n)=\mu+i\omega_n$, one for each integer $n$ with $z_n=e^{ik_n}$, $|z_n|<1$, and there $f\approx-T/[v(k_n)(k-k_n)]$. With $\varepsilon''/v=\cot k=i(z^2+1)/(z^2-1)$,
$$\hat c^{\rm sea}_l=\sum_n i(-T)\cot k_n\,z_n^l=T\sum_n\frac{z_n^2+1}{z_n^2-1}z_n^l .$$
The product $fv$ has residue $-T$, so its coefficient is $-iT\sum_nz_n^l$. A derivative multiplies this by $-il$, giving $-lT\sum_nz_n^l$, which is subtracted by (b): $\hat c_l^{\rm surf}=\hat c_l^{\rm sea}+lT\sum_nz_n^l$. Summing $\sum_pz^{pN}=z^N/(1-z^N)$ and $\sum_ppz^{pN}=z^N/(1-z^N)^2$,
$$E^{\rm sea}=2T\sum_n\frac{z_n^2+1}{z_n^2-1}\frac{z_n^N}{1-z_n^N},\qquad E^{\rm surf}=E^{\rm sea}+2TN\sum_n\frac{z_n^N}{(1-z_n^N)^2}.$$
These match the grid errors relative to the Bessel integral within $10^{-9}$ eV for $N=10$ to $80$.

Both errors decay as $e^{-N\,\mathrm{Im}k_0}$. Linearizing, $v_F\,\delta k=i\pi T$ gives $\mathrm{Im}\,k_0\approx\pi T/v_F=0.1759$; the exact value is $0.1743$. For $|z_0|^N\ll1$ the leading amplitudes are $-i\cot k_0$ and $N-i\cot k_0$, so the surface envelope is larger by $|iN+\cot k_0|/|\cot k_0|$, which is $76$ at $N=40$. The poles $n=0,-1$ have $k_{-1}=-k_0^*$, that is $z_{-1}=z_0^*$, so each error is its envelope times a cosine of $N\,\mathrm{Re}\,k_0$ plus a phase, and the ratio at a single $N$ scatters. At $N=40$ the errors are $1.2\times10^{-5}$ eV (sea) and $1.3\times10^{-2}$ eV (surface).

## (d) Find the order in $h$ of simple rules for the chain at $T=0$.

**Solution.** As $T\to0$ the poles close up into lines that meet the real axis at $\pm k_F$, so the exponential convergence is lost. With step occupations of $j=-j_F,\dots,j_F$ the sea sum is a midpoint rule on $|k|<(j_F+\frac12)h$. Its edge misses $k_F$ by $\delta$, $|\delta|\le h/2$, so the leading error is $2\delta\,\varepsilon''/2\pi$, bounded by $\varepsilon''(k_F)/N$, where $\varepsilon''(k_F)=-\mu=0.9$ eV.

The surface form needs interpolation, since the delta function misses the grid. With $\varepsilon$ and $v^2$ linear in the cell that holds $k_F$, $K\approx v_F^2/(\pi s)$. The chord slope $s$ equals the midpoint velocity $v_F+\varepsilon''\delta$ up to $O(h^2)$, so the error is $-\varepsilon''\delta/\pi$, with the same leading bound. Over $N=200$ to $400$ the largest $N|E|$ are $0.902$ and $0.912$ eV; the test allows for the next order in $1/N$.

The sea form improves if the trapezoid rule is run up to the interpolated root. At fraction $\theta$ of the cell the chord lies $\frac12\varepsilon''\theta(1-\theta)h^2$ above the convex band, which lowers the root by this amount over $v_F$ and $K$ by a further factor $\varepsilon''/\pi$. The trapezoid error is $\frac{h^2}{12\pi}[\varepsilon'''(k_F)-\varepsilon'''(0)]=-h^2v_F/12\pi$. Both terms are negative, and with $h^2=4\pi^2/N^2$,
$$N^2|E|=\frac{\pi v_F}{3}+\frac{2\pi\varepsilon''^2\theta(1-\theta)}{v_F},$$
which runs from $1.87$ eV at $\theta=0$ to $2.58$ eV at $\theta=\frac12$, the printed range.

## (e) Evaluate a simple-cubic band with $t=1$ eV, $a=3$ Å, $\mu=-3$ eV, $g_s=2$, and find the decay rates.

**Solution.** The Bessel integral with $d=3$ and both forms at $N=128$ give $K_{xx}=0.159753$ eV/$a$. The cell holds $0.235063$ electrons, so the density is $0.235063/(27\times10^{-30}\,\mathrm{m^3})=8.706\times10^{27}$ m$^{-3}$. Then $D=2\pi e^2K_{xx}/\hbar^2=1.237\times10^{21}$ S/(m s). The dielectric function $1+i\sigma/\varepsilon_0\omega=1-D/(\pi\varepsilon_0\omega^2)$ gives $\omega_p=\sqrt{D/\pi\varepsilon_0}=6.67\times10^{15}$ s$^{-1}$, or $\hbar\omega_p=4.39$ eV. Setting $D=\pi ne^2/m_{\rm opt}$ and dividing by the band-bottom mass $\hbar^2/2ta^2=0.4233\,m_e$,
$$m_{\rm opt}=0.4233\,m_e\times\frac{2\times(0.235063/2)}{0.159753}=0.623\,m_e .$$
It is heavier because the curvature $2t\cos k_x$ never exceeds its band-bottom value $2t$ and is below it whenever $k_x\ne0$.

The grid error is $\sum_{\mathbf R\ne0}\hat c(\mathbf R)$, with $\mathbf R$ equal to $N$ times an integer vector. One integration picks up the pole and leaves $e^{i\mathbf k\cdot\mathbf R}$ integrated over the complex surface $\varepsilon=\mu+i\pi T$. At large $N$ this is governed by the stationary point, where a Lagrange multiplier makes $\mathbf v\parallel\mathbf R$. To first order in $T$, $\mathbf v\cdot\mathrm{Im}\,\mathbf k=\pi T$, so the exponent is $\pi T|\mathbf R|/|\mathbf v|$. For $K_{xx}$ and $R_x\ne0$ the surface-to-sea ratio of the coefficients is, as in (c), $|R_xv_x/\partial_x^2\varepsilon|$ at leading order. For $R_x=0$ the two coefficients are equal, because the derivative $\partial_x(fv_x)$ has no such Fourier component.

For $(N,0,0)$ the point is $(q,0,0)$, $-2\cos q-4=\mu+i\pi T$, with rate $\mathrm{Im}\,q=0.1795$; the Fourier coefficients give $0.1803$ (sea) and $0.1794$ (surface). For $(N,N,0)$ it is $(q,q,0)$, $-4\cos q-2=\mu+i\pi T$, with rate $2\,\mathrm{Im}\,q=0.1620$, against $0.1619$ and $0.1615$. The longer vector decays more slowly, because $v_x=2\sin q$ is larger at $\cos q=\frac14$ than at $\cos q=-\frac12$. The ratios divided by $N$ are $1.67$ and $3.64$, against $|\tan q|=1.70$ and $3.71$. Relative to $K_{xx}$ the sea and surface errors are $-0.2\%$ and $-11\%$ at $N=16$, and $-7\times10^{-7}$ and $-3\times10^{-5}$ at $N=64$. The sea error at $N=8$, $0.1\%$, is smaller than at $N=16$. The size of the error at single values of $N$ is thus not monotonic in $N$.

## (f) Let $H=\mathrm{diag}(\varepsilon_1,\varepsilon_2)+\Delta\sigma_x$, $\varepsilon_1=-2\cos k$, $\varepsilon_2=\cos k+0.3$. Examine the identity for energy-ordered bands $\varepsilon_\pm$ at $\Delta=0$.

**Solution.** The branches cross at $\cos k_c=-0.1$, energy $\varepsilon_c=0.2$ eV, with $J=|v_1-v_2|=3\sin k_c=2.985$ eV $a$. The lower band $\min(\varepsilon_1,\varepsilon_2)$ has a velocity jump $-J$ at each of $\pm k_c$, the upper band $+J$. Integrating $(fv)'$ piece by piece around the zone gives minus the sum of the jumps of $fv$. With pointwise curvatures,
$$K^{\rm sea}_\mp-K^{\rm surf}_\mp=\pm\frac{Jf(\varepsilon_c)}{2\pi}\quad\text{per crossing}.$$
Equivalently, $\varepsilon_\mp''$ contains $\mp J\delta(k-k_c)$. The terms cancel in the sum because both bands have the same $f$ at $k_c$. At $\mu=0.25$ eV the two crossings give $0.94742-0.35599=+0.59143$ eV and $-0.00607-0.58535=-0.59143$ eV, and both sums are $0.94135$ eV. The surface form has no delta term, so it can be read band by band from pointwise velocities. The sea form gives the same band values only when the delta term is added, as in $0.94742-0.59143=0.35599$ eV for the lower band.

Second differences of sorted eigenvalues smear the deltas over two points. Let $k_c$ lie at fraction $\theta$ of its cell, so the gaps at the two ends are $J\theta h$ and $J(1-\theta)h$. At the left point, sorting lowers the right neighbour of the lower band by $J(1-\theta)h$ relative to the smooth branch and raises that of the upper band equally. This adds $-(f_--f_+)J(1-\theta)h/h^2$ with $f_--f_+\approx|f'|J\theta h$. The right point adds the same, and each has weight $h/2\pi$:
$$E^{\rm sort}=-\frac h\pi|f'(\varepsilon_c)|J^2\theta(1-\theta)\quad\text{per crossing, for }Jh\ll T .$$
At $N=1100$, $\theta=0.536$, both crossings give $-1.89\times10^{-2}$ eV, $2\%$ of $K$, while unsorted differences err by $-2.6\times10^{-6}$ eV. At $\mu=1.0$ eV the smaller $f'$ reduces it to $-2.70\times10^{-5}$ eV.

A grid point on $k_c$ leaves the eigenvectors free. An equal mixture has $v_{nn}=(v_1+v_2)/2$ and $\sum v_{nn}^2=\frac12\sin^2k_c=0.495$, whereas the limit from neighbouring points is $v_1^2+v_2^2=5\sin^2k_c=4.95$ (eV $a$)$^2$. For this crossing of uncoupled branches the basis-independent trace of $v^2$ over the pair gives the limit.

## (g) For $\Delta\ne0$, decide which form suffers more from the narrow gap.

**Solution.** Write $\varepsilon_\pm=m\pm r$, $m=(\varepsilon_1+\varepsilon_2)/2$, $d=(\varepsilon_1-\varepsilon_2)/2$, $r^2=d^2+\Delta^2$, with $|d'(k_c)|=J/2$. Then $r'=dd'/r$ and
$$r''=\frac{d'^2+dd''}{r}-\frac{d^2d'^2}{r^3}=\frac{dd''}{r}+\frac{d'^2\Delta^2}{r^3}.$$
At $k_c$ this is $J^2/4\Delta$, so the curvatures are about $\pm111$ eV $a^2$ for $\Delta=0.02$ eV. Now $f_++f_-$ is even in $r$, and $f_+-f_-=r\varphi$ with $\varphi=2f'(m)+O(r^2)$ even in $r$. The band-summed sea integrand is
$$(f_++f_-)m''+\varphi\,dd''+\varphi\,d'^2\Delta^2/r^2 .$$
The square root has dropped out, and a simple pole remains at $r^2=0$. The difference of the two forms is $[(f_++f_-)m'+\varphi\,dd']'$, regular at $r^2=0$, so the surface form has the identical pole and neither form is favoured. At $k_b$ with $d=\pm i\Delta$, $r^2\approx2dd'(k-k_b)$ gives $\mathrm{Res}=f'(m)\Delta^2d'/d$ and $\mathrm{Im}\,k_b\approx2\Delta/J$. As in (c),
$$E=2\sum_{\mathrm{Im}\,k_b>0}i\,\mathrm{Res}\,\frac{z_b^N}{1-z_b^N},$$
once the poles of $f$ have decayed. For $\Delta=0.02$ eV, $\mu=0.25$ eV the rate is $0.0134$, and at $N=150$ both forms and this formula give $-0.030208$ eV, $3.7\%$ of $K=0.808825$ eV.

For $\Delta\ll T$ the pole term is a Lorentzian, $2f'd'^2\Delta^2/(d'^2x^2+\Delta^2)$ with $x=k-k_c$, of area $2\pi f'|d'|\Delta$. All other terms change by $O(\Delta^2)$. Hence $K(\Delta)-K(0)\approx f'(\varepsilon_c)J\Delta/2$ per crossing, and $K$ is continuous at $\Delta\to0$. At $\Delta=0.002$ eV the change is $-0.01395$ eV, against $f'(\varepsilon_c)J\Delta=-0.01403$ eV for the two crossings together. This $K$ describes only $\hbar\omega\ll2\Delta$, the condition of (a).

If $\mu$ lies in a gap, at a distance $w\gg T$ from the nearer band edge, the surface form is favoured. The surface integrand is exponentially small at every real $k$, while the sea form must cancel. At real grid points $f_-=1$ and $f_+=0$ up to terms of order $e^{-w/T}$, where $w$ is half the gap if $\mu$ is in its middle. Until its error has fallen to that level, the sea sum is therefore the grid average of $\varepsilon_-''$ alone, for which the branch point $r\propto(k-k_b)^{1/2}$ matters. Wrapping the contour round the cut gives $\int s^{1/2}e^{-ls}ds\propto l^{-3/2}$, and two derivatives give $l^2$, so $E^{\rm sea}\sim N^{1/2}e^{-N\,\mathrm{Im}k_b}$. For $\Delta=0.2$ eV, gap $0.377$ eV, the rate extracted with this prefactor from the full lower band ($f_-=1$, $f_+=0$) is $0.1340$ against $\mathrm{Im}\,k_b=0.1336$. At $N=20$, $T=0.01$ eV the sea form gives a spurious $0.138$ eV and the surface form $3\times10^{-9}$ eV.

## (h) Find the grid error from the Dirac point of $H=\sin k_x\,\sigma_x+v_y\sin k_y\,\sigma_y+(2-\cos k_x-\cos k_y)\sigma_z$ on the grid $k_j=(j+\frac12)h$.

**Solution.** Here $\varepsilon_\pm=\pm r$ and $v_x=1$; all three coefficients vanish together only at $\mathbf k=0$. Cutting out a disc of radius $\eta$ leaves a boundary term of bounded $fv$ times $2\pi\eta$, which vanishes, so the identity holds even band by band. From $\partial_x^2r^2=2(\partial_xr)^2+2r\,\partial_x^2r$ the summed sea integrand is
$$\varphi\,r\,\partial_x^2r=\varphi\left[\tfrac12\partial_x^2r^2-\frac{(\partial_xr^2)^2}{4r^2}\right].$$
Only $\varphi=2f'(0)$, the slope at the node energy, survives in the non-analytic part, which the surface form shares because $\Omega$ is analytic. Near the node let $\mathbf p=(v_xk_x,v_yk_y)$ have angle $\phi$ and $r=p$. The last term becomes $-2f'(0)v_x^2\cos^2\phi$, whose singular part is $-f'(0)v_x^2\cos2\phi$.

Put $\boldsymbol\rho=(R_x/v_x,R_y/v_y)$ with angle $\psi$, so $\mathbf k\cdot\mathbf R=\mathbf p\cdot\boldsymbol\rho$ and $d^2k=d^2p/v_xv_y$. The angular integral of $\cos2\phi\,e^{ip\rho\cos(\phi-\psi)}$ is $2\pi i^2J_2(p\rho)\cos2\psi$. From $xJ_2=2J_1-xJ_0$, $\int_0^\infty J_1dx=1$ and $xJ_0=(xJ_1)'$, whose integral is zero with a convergence factor, $\int_0^\infty xJ_2dx=2$. Therefore
$$\hat c(\mathbf R)\approx\frac{-f'(0)v_x^2}{4\pi^2v_xv_y}\cdot\frac{-4\pi\cos2\psi}{\rho^2}=\frac{f'(0)v_x}{\pi v_y}\frac{\rho_x^2-\rho_y^2}{\rho^4}.$$
The half shift multiplies the term $\mathbf R=N(p,q)$ by $(-1)^{p+q}$, so at leading order
$$E=\frac{f'(0)v_x}{\pi v_yN^2}\sum_{(p,q)\ne0}(-1)^{p+q}\frac{p^2/v_x^2-q^2/v_y^2}{(p^2/v_x^2+q^2/v_y^2)^2}.$$
Convergence is algebraic even at $T>0$. For $v_y=0.5$ a Gaussian cutoff gives $-1.571$. The rows can also be summed exactly: with $b=q/v_y$ the summand is $(-1)^{p+q}\,\mathrm{Re}\,(p+ib)^{-2}$, and $\sum_p(-1)^p(p+z)^{-2}=\pi^2\cos\pi z/\sin^2\pi z$ gives the total $-\pi^2/6-2\pi^2\sum_{q\ge1}(-1)^q\cosh(2\pi q)/\sinh^2(2\pi q)=-1.5713$. At $\mu=0.1$ eV, $N^2E=(-1.9661)(-1.5713)/(0.5\pi)=1.967$ eV, and grid differences between $N=160$ and $320$ give $1.968$ eV. At $\mu=0.4$ eV the values are $0.1767$ and $0.1768$ eV, following $f'(0)=-0.1766$ eV$^{-1}$. For $v_x=v_y$ the summand is odd under $p\leftrightarrow q$ and the $N^{-2}$ term vanishes.

## Computed values

```
[all K per spin in eV a^(2-d); kT = 0.1 eV unless stated]
ladder N=20 Delta=0.2 mu=0.6 eV: sea 0.67632, surf 0.85020 eV
  ring frozen curvature 0.67632, slow switching 0.67632, Omega'' -0.17388 eV
oblique 2D band mu=-1.0 eV: K_xy sea 0.13437356, surf 0.13437356 eV
chain t=1 mu=-0.9 eV: vF 1.78606 eV a, K(T=0) 0.568520, K(T) 0.564736 eV
  smearing shift -3.783e-03, Sommerfeld -3.676e-03 eV
  rate Im k0 0.17435, pi T/vF 0.17590, |e''/v| 0.5218 (1/a)
  N=10: error sea -3.442e-02, surf -1.784e-01 eV, envelope ratio 18.8
  N=20: error sea +1.154e-03, surf -2.239e-01 eV, envelope ratio 37.9
  N=40: error sea +1.179e-05, surf +1.330e-02 eV, envelope ratio 76.2
  N=80: error sea +9.413e-08, surf +1.613e-05 eV, envelope ratio 152.9
  T=0, N=200..400: max N|err| step sea 0.902, linear surf 0.912, e''(kF) 0.900 eV
  T=0: N^2|err| interpolated sea between 1.87 and 2.58 eV
cubic t=1 eV a=3 A mu=-3.0 eV g_s=2: electrons/cell 0.235063, density 8.7060e+27 m^-3
  K_xx Bessel 0.15975295, N=128 sea 0.15975295, surf 0.15975295 eV/a
  D 1.23733e+21 S/(m s), omega_p 6.66951e+15 1/s, hbar omega_p 4.3900 eV
  optical mass 0.6229, band-bottom mass 0.4233 m_e
  N=8: relative error sea +9.71e-04, surf +1.09e-01
  N=16: relative error sea -2.31e-03, surf -1.06e-01
  N=24: relative error sea -2.05e-03, surf +2.93e-02
  N=32: relative error sea +2.32e-04, surf +3.06e-03
  N=48: relative error sea -1.27e-05, surf +8.48e-04
  N=64: relative error sea -7.33e-07, surf -3.09e-05
  R=(N,0,0): rate pole 0.1795, sea 0.1803, surf 0.1794; ratio/N 1.67, |v/e''| 1.70
  R=(N,N,0): rate pole 0.1620, sea 0.1619, surf 0.1615; ratio/N 3.64, |v/e''| 3.71
crossing: kc 1.67096 1/a, energy 0.200 eV, velocity jump J 2.98496 eV a
  mu=0.25 eV lower: sea +0.947420, surf 0.355994, kink term +0.591425 eV
  mu=0.25 eV upper: sea -0.006074, surf 0.585351, kink term -0.591425 eV
  band sum K 0.941346 eV
  N=1100 theta=0.536 mu=0.25: sorting error -1.893e-02, formula -1.893e-02 eV
  finite-difference error without sorting -2.559e-06 eV
  N=1100 theta=0.536 mu=1.0: sorting error -2.699e-05, formula -2.701e-05 eV
  sum v_nn^2 mixed basis 0.4950, next to kc 4.9499, tr v^2 4.9500 (eV a)^2
avoided Delta=0.02 mu=0.25 eV: K 0.808825 eV, rate 0.01340, 2Delta/J 0.01340 1/a
  band curvatures at kc -111.4, 111.3 eV a^2
  N=150: error sea -0.030208, surf -0.030208, pole -0.030208 eV
  N=151: error sea -0.017325, surf -0.017325, pole -0.017325 eV
  N=300: error sea -0.001004, surf -0.001004, pole -0.001004 eV
  Delta=0.002: K(Delta)-K(0) -0.01395, f' Delta J -0.01403 eV
insulator Delta=0.2: gap 0.3771 eV, mu 0.2000 eV; N=20 kT=0.01: sea 0.1378, surf 3.3e-09 eV
  full-band sea decay rate 0.1340, Im k_b 0.1336 1/a
Dirac v_x=1 v_y=0.5 eV a: alternating lattice sum -1.5710
  mu=0.1 eV: K_xx N=320 sea 0.0246358, surf 0.0246358 eV, f'(0) -1.9661 1/eV
    halving ratio 4.006, N^2 error 1.9678, formula 1.9664 eV
  mu=0.4 eV: K_xx N=320 sea 0.0573501, surf 0.0573501 eV, f'(0) -0.1766 1/eV
    halving ratio 4.006, N^2 error 0.1768, formula 0.1767 eV
```
